**Current distribution on a rim-contacted resistive disc**

For a film of radius R and sheet resistance Rs, with linear interfacial resistance rho and an equipotential solution, the edge-to-centre current ratio is I0(R/L), where L = sqrt(rho/Rs) and I0 is a modified Bessel function. For R = 15 cm, Rs = 0.1 ohm and rho = 10 ohm cm2, the output gives L = 10 cm and a ratio of 1.647. The program asserts that a network of ring resistors, built from charge conservation, reproduces the ratio, the radial profile, the mean current, the design value for a ratio of 1.1 and the result for half the sheet resistance. It asserts that a Butler-Volmer version returns to the linear ratio at very small overpotential and that its high-current ratio is stable under grid refinement. A solution of the whole cell is required to approach the Bessel result at high electrolyte conductivity, to agree with a series-resistance estimate for a thin gap, and to be stable under refinement for a wide one. The linearised concentration resistance is compared with the full rate law. The output shows that the neglected effects can be large: the ratio is 1.385 with a 5 cm electrolyte gap and linear kinetics, and 2.397 with Butler-Volmer kinetics at a mean of 10 mA/cm2 and no electrolyte resistance.

## Verification by program

```python
"""
Result under test: for a disc film contacted at its rim, with linear interface
resistance and an equipotential solution, i(r)/i(0) = I0(r/L), L=sqrt(rho/Rs).
Symbols: R radius (cm), Rs sheet resistance (ohm), rho interfacial resistance
(ohm cm2), eta overpotential magnitude (V), i cathodic current density (A/cm2).
The tests use resistor networks built from charge conservation only.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve
from scipy.special import i0 as bessel_I0, i1 as bessel_I1

R, Rs, rho = 15.0, 0.1, 10.0
eta_rim = 5e-3
T = 298.15
F = const.physical_constants["Faraday constant"][0]
thermal_V = const.R * T / F


def ring_areas(n):
    """Nodes at r = 0..R; each node owns the ring up to the midpoints."""
    r = np.linspace(0.0, R, n + 1)
    mid = 0.5 * (r[1:] + r[:-1])
    bounds = np.concatenate(([0.0], mid, [R]))
    return r, mid, np.pi * np.diff(bounds**2)


def film_network(sheet, law, eta_edge, n=1000):
    """Newton solution of the ring network; law returns (i, di/deta)."""
    r, mid, area = ring_areas(n)
    link = 2 * np.pi * mid / (sheet * (R / n))
    eta = np.full(n + 1, eta_edge)
    converged = False
    for _ in range(80):
        current, slope = law(eta)
        flow = link * np.diff(eta)
        residual = area[:-1] * current[:-1] - flow
        residual[1:] += flow[:-1]
        diagonal = area[:-1] * slope[:-1] + link
        diagonal[1:] += link[:-1]
        band = np.zeros((3, n))
        band[0, 1:] = -link[:-1]
        band[1] = diagonal
        band[2, :-1] = -link[:-1]
        step = solve_banded((1, 1), band, -residual)
        eta[:-1] += step
        if np.max(np.abs(step)) < 1e-9 * eta_edge:
            converged = True
            break
    assert converged
    current = law(eta)[0]
    return r, current, np.sum(area * current) / (np.pi * R**2)


def linear_law(eta):
    return eta / rho, np.full_like(eta, 1 / rho)


# Two-electron Butler-Volmer law with the same slope at eta = 0
alpha_c, alpha_a = 0.5, 1.5
i_exchange = thermal_V / (2 * rho)


def butler_volmer(eta):
    forward = np.exp(alpha_c * eta / thermal_V)
    backward = np.exp(-alpha_a * eta / thermal_V)
    slope = (alpha_c * forward + alpha_a * backward) / thermal_V
    return i_exchange * (forward - backward), i_exchange * slope


def cell_ratio(kappa, gap, nr=100, nz=40):
    """Edge/centre current with electrolyte, film and interface all resistive."""
    r, mid, area = ring_areas(nr)
    dr, dz = R / nr, gap / nz
    node = np.arange((nr + 1) * (nz + 1)).reshape(nr + 1, nz + 1)
    film = node.size + np.arange(nr + 1)
    height = np.full(nz + 1, dz)
    height[[0, -1]] = dz / 2
    links = [
        (node[:-1], node[1:], kappa * 2 * np.pi * np.outer(mid, height) / dr),
        (node[:, :-1], node[:, 1:],
         np.repeat((kappa * area / dz)[:, None], nz, axis=1)),
        (node[:, 0], film, area / rho),
        (film[:-1], film[1:], 2 * np.pi * mid / (Rs * dr)),
    ]
    a = np.concatenate([x[0].ravel() for x in links])
    b = np.concatenate([x[1].ravel() for x in links])
    g = np.concatenate([x[2].ravel() for x in links])
    size = node.size + nr + 1
    adjacency = coo_matrix((np.r_[g, g], (np.r_[a, b], np.r_[b, a])),
                           shape=(size, size)).tocsr()
    total = np.asarray(adjacency.sum(axis=1)).ravel()
    laplacian = (diags(total) - adjacency).tocsr()
    potential = np.zeros(size)
    potential[node[:, -1]] = 1.0          # counter electrode
    fixed = np.zeros(size, dtype=bool)
    fixed[node[:, -1]] = True
    fixed[film[-1]] = True                # contact ring at zero
    free = np.flatnonzero(~fixed)
    rhs = -(laplacian @ potential)[free]
    potential[free] = spsolve(laplacian[free][:, free].tocsc(), rhs)
    current = (potential[node[:, 0]] - potential[film]) / rho
    return current[-1] / current[0]


# Closed-form results
L = math.sqrt(rho / Rs)
a = R / L
ratio = bessel_I0(a)
i_rim = eta_rim / rho
i_centre = i_rim / ratio
mean_fraction = 2 * bessel_I1(a) / (a * bessel_I0(a))
i_mean = i_rim * mean_fraction
I_total = i_mean * np.pi * R**2
terms = [(a / 2) ** (2 * m) / math.factorial(m) ** 2 for m in range(12)]
a_design = brentq(lambda x: bessel_I0(x) - 1.1, 0.01, 2.0)
Rs_design = rho * a_design**2 / R**2
ratio_double = bessel_I0(R / math.sqrt(rho / (Rs / 2)))

# Linear network against the closed forms
r, i_net, mean_net = film_network(Rs, linear_law, eta_rim)
ratio_net = i_net[-1] / i_net[0]
assert abs(ratio_net - ratio) < 1e-5
assert np.max(np.abs(i_net / i_net[0] - bessel_I0(r / L))) < 1e-5
assert abs(mean_net / i_mean - 1) < 1e-5
assert abs(sum(terms) - ratio_net) < 1e-5
i_design = film_network(Rs_design, linear_law, eta_rim)[1]
assert abs(i_design[-1] / i_design[0] - 1.1) < 1e-5
i_double = film_network(Rs / 2, linear_law, eta_rim)[1]
assert abs(i_double[-1] / i_double[0] - ratio_double) < 1e-5

# Nonlinear kinetics
i_tiny = film_network(Rs, butler_volmer, 1e-5)[1]
assert abs(i_tiny[-1] / i_tiny[0] - ratio) < 1e-3
i_bv = film_network(Rs, butler_volmer, eta_rim)[1]
i_plating = 10e-3
eta_plating = brentq(
    lambda e: film_network(Rs, butler_volmer, e)[2] - i_plating, 0.01, 0.3)
i_high = film_network(Rs, butler_volmer, eta_plating)[1]
i_high_fine = film_network(Rs, butler_volmer, eta_plating, 2000)[1]
ratio_high = i_high[-1] / i_high[0]
assert abs(i_high_fine[-1] / i_high_fine[0] / ratio_high - 1) < 1e-3
eta_local = brentq(lambda e: butler_volmer(e)[0] - i_plating, 0.0, 0.3)
rho_plating = 1 / butler_volmer(eta_local)[1]

# Electrolyte resistance
kappa, gap_thin, gap_wide = 0.5, 0.5, 5.0
assert abs(cell_ratio(1e4, gap_thin) - ratio) < 2e-3
ratio_thin = cell_ratio(kappa, gap_thin)
ratio_wide = cell_ratio(kappa, gap_wide)
local_thin = bessel_I0(R / math.sqrt((rho + gap_thin / kappa) / Rs))
local_wide = bessel_I0(R / math.sqrt((rho + gap_wide / kappa) / Rs))
assert abs(ratio_thin - local_thin) < 0.01
assert abs(cell_ratio(kappa, gap_wide, 50, 20) - ratio_wide) < 3e-3

# Concentration change: rough diffusion-layer values
diffusivity, concentration, layer = 5e-6, 5e-4, 5e-3
i_limit = 2 * F * diffusivity * concentration / layer
rho_conc = thermal_V / (2 * i_limit)
eta_test = 1e-7
up = math.exp(alpha_c * eta_test / thermal_V)
down = math.exp(-alpha_a * eta_test / thermal_V)
i_test = brentq(lambda i: i - i_exchange * ((1 - i / i_limit) * up - down),
                0.0, 1e-6, xtol=1e-20, rtol=1e-13)
assert abs(eta_test / i_test / (rho + rho_conc) - 1) < 1e-4

# Film thickness and growth: rough copper values
resistivity, molar_mass, density = 1.7e-6, 63.5, 8.96
thickness = resistivity / Rs
growth = i_mean * molar_mass / (2 * F * density)
growth_plating = i_plating * molar_mass / (2 * F * density)

print(f"Wafer radius R = {R:.1f} cm")
print(f"Sheet resistance Rs = {Rs:.2f} ohm")
print(f"Interfacial resistance rho = {rho:.1f} ohm cm2")
print(f"Decay length L = {L:.3f} cm")
print(f"R/L = {a:.3f}")
for m in range(5):
    print(f"Series term m={m}: {terms[m]:.6f}")
print(f"Sum of these five terms = {sum(terms[:5]):.6f}")
print(f"Edge/centre ratio I0(R/L) = {ratio:.5f}")
print(f"Edge/centre ratio, ring network = {ratio_net:.5f}")
for radius in (5.0, 10.0):
    print(f"i(r)/i(0) at r={radius:.0f} cm = {bessel_I0(radius / L):.4f}")
print(f"Rim overpotential = {eta_rim * 1e3:.2f} mV")
print(f"Centre overpotential = {eta_rim / ratio * 1e3:.3f} mV")
print(f"Film voltage drop = {eta_rim * (1 - 1 / ratio) * 1e3:.3f} mV")
print(f"Rim current density = {i_rim * 1e3:.4f} mA/cm2")
print(f"Centre current density = {i_centre * 1e3:.4f} mA/cm2")
print(f"I1(R/L) = {bessel_I1(a):.5f}")
print(f"Mean/rim current density = {mean_fraction:.4f}")
print(f"Mean current density = {i_mean * 1e3:.4f} mA/cm2")
print(f"Total current = {I_total * 1e3:.1f} mA")
print(f"R/L for ratio 1.1 = {a_design:.4f}")
print(f"Sheet resistance for ratio 1.1 = {Rs_design:.4f} ohm")
print(f"Ratio at doubled film thickness = {ratio_double:.4f}")
print(f"Temperature = {T:.2f} K")
print(f"RT/F = {thermal_V * 1e3:.2f} mV")
print(f"Transfer coefficients: {alpha_c} cathodic, {alpha_a} anodic")
print(f"Exchange current density = {i_exchange * 1e3:.3f} mA/cm2")
print(f"Butler-Volmer ratio at 5 mV rim = {i_bv[-1] / i_bv[0]:.3f}")
print(f"Typical plating mean current = {i_plating * 1e3:.1f} mA/cm2")
print(f"Rim overpotential at that mean = {eta_plating * 1e3:.1f} mV")
print(f"Local slope deta/di at that i = {rho_plating:.2f} ohm cm2")
print(f"Butler-Volmer ratio at that mean = {ratio_high:.3f}")
print(f"Electrolyte conductivity (rough) = {kappa:.2f} S/cm")
for gap, full, local in ((gap_thin, ratio_thin, local_thin),
                         (gap_wide, ratio_wide, local_wide)):
    print(f"Gap {gap:.1f} cm: gap/conductivity = {gap / kappa:.1f} ohm cm2")
    print(f"  ratio, full cell = {full:.3f}; local estimate = {local:.3f}")
print(f"Diffusivity (rough) = {diffusivity:.1e} cm2/s")
print(f"Cu(II) concentration (rough) = {concentration * 1e3:.2f} mol/L")
print(f"Diffusion layer (rough) = {layer * 1e4:.0f} um")
print(f"Limiting current density = {i_limit * 1e3:.1f} mA/cm2")
print(f"Added concentration resistance = {rho_conc:.3f} ohm cm2")
print(f"Cu resistivity (rough) = {resistivity * 1e6:.1f} uohm cm")
print(f"Cu molar mass {molar_mass} g/mol, density {density} g/cm3")
print(f"Film thickness from Rs = {thickness * 1e7:.0f} nm")
print(f"Mean growth rate, example = {growth * 1e7:.3f} nm/s")
print(f"Time to add 10 %, example = {0.1 * thickness / growth:.0f} s")
print(f"Time to add 10 %, plating = {0.1 * thickness / growth_plating:.1f} s")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Wafer radius R = 15.0 cm
Sheet resistance Rs = 0.10 ohm
Interfacial resistance rho = 10.0 ohm cm2
Decay length L = 10.000 cm
R/L = 1.500
Series term m=0: 1.000000
Series term m=1: 0.562500
Series term m=2: 0.079102
Series term m=3: 0.004944
Series term m=4: 0.000174
Sum of these five terms = 1.646719
Edge/centre ratio I0(R/L) = 1.64672
Edge/centre ratio, ring network = 1.64672
i(r)/i(0) at r=5 cm = 1.0635
i(r)/i(0) at r=10 cm = 1.2661
Rim overpotential = 5.00 mV
Centre overpotential = 3.036 mV
Film voltage drop = 1.964 mV
Rim current density = 0.5000 mA/cm2
Centre current density = 0.3036 mA/cm2
I1(R/L) = 0.98167
Mean/rim current density = 0.7948
Mean current density = 0.3974 mA/cm2
Total current = 280.9 mA
R/L for ratio 1.1 = 0.6248
Sheet resistance for ratio 1.1 = 0.0173 ohm
Ratio at doubled film thickness = 1.3017
Temperature = 298.15 K
RT/F = 25.69 mV
Transfer coefficients: 0.5 cathodic, 1.5 anodic
Exchange current density = 1.285 mA/cm2
Butler-Volmer ratio at 5 mV rim = 1.549
Typical plating mean current = 10.0 mA/cm2
Rim overpotential at that mean = 127.9 mV
Local slope deta/di at that i = 5.13 ohm cm2
Butler-Volmer ratio at that mean = 2.397
Electrolyte conductivity (rough) = 0.50 S/cm
Gap 0.5 cm: gap/conductivity = 1.0 ohm cm2
  ratio, full cell = 1.583; local estimate = 1.581
Gap 5.0 cm: gap/conductivity = 10.0 ohm cm2
  ratio, full cell = 1.385; local estimate = 1.302
Diffusivity (rough) = 5.0e-06 cm2/s
Cu(II) concentration (rough) = 0.50 mol/L
Diffusion layer (rough) = 50 um
Limiting current density = 96.5 mA/cm2
Added concentration resistance = 0.133 ohm cm2
Cu resistivity (rough) = 1.7 uohm cm
Cu molar mass 63.5 g/mol, density 8.96 g/cm3
Film thickness from Rs = 170 nm
Mean growth rate, example = 0.146 nm/s
Time to add 10 %, example = 116 s
Time to add 10 %, plating = 4.6 s
ALL CHECKS PASSED
```
